# Terrace Widths and Growth Rate in Step Flow with Desorption, part 2

A crystal surface grows by the advance of \(N\) straight, parallel steps on a periodic length \(L\). The terrace widths are \(w_i\), with fixed mean \(W=L/N\). How does their spacing affect the growth rate when adatoms can desorb?

Atoms arrive at flux \(F\) per unit area and time, diffuse with coefficient \(D\) and desorb after a mean time \(\tau\), so \(x_s=\sqrt{D\tau}\). Adatoms have areal density \(n\), equal to \(n_{\rm eq}\) at perfectly absorbing steps. The net flux is \(J=F-F_{\rm eq}\), with \(F_{\rm eq}=n_{\rm eq}/\tau\), and \(J>0\) here. Adatoms are dilute, their density is stationary and no islands nucleate. With \(x\) measured from mid-terrace, part (a) gave

\[
n(x)=n_{\rm eq}+J\tau\left[1-\frac{\cosh(x/x_s)}{\cosh(w/2x_s)}\right].
\]

The capture, in atoms per unit time and step length delivered to a terrace's two edges, is

\[
C(w)=2Jx_s\tanh\frac{w}{2x_s}.
\]

The growth rate is \(R=(h\Omega/L)\sum_iC(w_i)\), with step height \(h\) and area per surface atom \(\Omega\). Because \(C\) is strictly concave, equal widths give the unique maximum (part (d)).

For all steps in one bunch, part (e) gave the limit

\[
\frac{R_{\rm bunch}}{R_{\rm equal}}
=\frac{\tanh(NW/2x_s)}{N\tanh(W/2x_s)} ,
\]

which tends to \(1/N\) for \(W\gg x_s\).

For widths of small variance \(s^2\), part (g) gave

\[
1-\frac{R}{R_{\rm equal}}\simeq\frac{s^2}{4x_s^2}\operatorname{sech}^2\frac{W}{2x_s}.
\]

At fixed \(s/W\) this loss vanishes for very narrow and very wide terraces and peaks between \(W=2x_s\) and \(W=4x_s\). For widths alternating between \(W+d\) and \(W-d\), where \(s=d\), the exact result is

\[
\frac{R_{\rm alt}}{R_{\rm equal}}
=\frac{1+\cosh(W/x_s)}{\cosh(W/x_s)+\cosh(d/x_s)} .
\]

Earlier finite-difference tests, listed again in the final output, checked \(C(w)\) for widths from \(0.2x_s\) to \(5x_s\), random divisions of \(8x_s\) into four terraces, and the small-variance formula at \(W=2x_s\) with widths off by \(\pm4\%\) and \(\pm12\%\).

### (h) Does an unequal train of steps evolve towards equal widths?

**Solution.** Number the steps in their direction of advance, with terrace \(i\) in front of step \(i\) and terrace \(i-1\) behind it. By symmetry, each terrace gives half of its capture to each edge. Each atom adds the area \(\Omega\), so step \(i\) moves at the speed

\[
v_i=\frac{\Omega}{2}\left[C(w_{i-1})+C(w_i)\right].
\]

Since \(w_i\) is the distance from step \(i\) to step \(i+1\),

\[
\frac{dw_i}{dt}=v_{i+1}-v_i=\frac{\Omega}{2}\left[C(w_{i+1})-C(w_{i-1})\right].
\]

Consider the sum

\[
G=\sum_i\ln\cosh\frac{w_i}{2x_s}.
\]

The derivative of one term with respect to \(w_i\) is \((1/2x_s)\tanh(w_i/2x_s)=C(w_i)/(4Jx_s^2)\). Hence

\[
\frac{dG}{dt}=\frac{\Omega}{8Jx_s^2}
\left[\sum_iC(w_i)C(w_{i+1})-\sum_iC(w_i)C(w_{i-1})\right]=0 .
\]

On a periodic surface the two sums contain the same products, with shifted labels. As long as no two steps meet, \(G\) is conserved.

The second derivative of each term is \(\operatorname{sech}^2(w_i/2x_s)/4x_s^2>0\), so \(G\) is strictly convex. At fixed \(L\) it has its unique minimum at equal widths. An unequal train starts above this minimum and keeps its value of \(G\), so it can neither reach equal widths nor converge to them. The arrangement that grows fastest is not selected by the motion of the steps in this model.

If \(N\) is even and the widths alternate, then \(w_{i+1}=w_{i-1}\) and every width stays constant. Such a train keeps its reduced growth rate for as long as the model applies.

These equations were integrated for five terraces of widths 1.5, 2.3, 2.0, 1.8 and 2.4 in units of \(x_s\), over a time \(200/(\Omega J)\). The standard deviation of the widths was \(0.3286x_s\) at the start and never fell below \(0.3284x_s\). The conserved sum drifted by \(2.5\times10^{-10}\).

A simple change shows what can break this neutrality. Suppose that a step receives the fraction \(\tfrac12+\beta\) of the capture of the terrace in front and \(\tfrac12-\beta\) of that behind, with constant \(\beta\) and unchanged \(C\). The width equation then gains the term

\[
\Omega\beta\left[C(w_{i+1})-2C(w_i)+C(w_{i-1})\right].
\]

Multiplying by \(C(w_i)/(4Jx_s^2)\), summing and shifting labels gives

\[
\frac{dG}{dt}=-\frac{\Omega\beta}{4Jx_s^2}\sum_i\left[C(w_{i+1})-C(w_i)\right]^2 .
\]

For \(\beta>0\), \(G\) falls until the widths are equal, provided the steps do not meet on the way. For \(\beta<0\) it rises. The direction of evolution depends on the asymmetry of attachment, which the maximum principle does not contain.

### (i) Does the result survive a barrier to attachment?

**Solution.** Let both edges of a terrace take up atoms at the finite rate \(k(n-n_{\rm eq})\) per unit step length, and define \(l=D/k\). The excess density \(u=n-n_{\rm eq}\) is still symmetric, so write

\[
u=J\tau\left[1-A\cosh\frac{x}{x_s}\right].
\]

At the right edge \(-Du'=ku\). With \(a=w/2x_s\) this reads

\[
\frac{DJ\tau A}{x_s}\sinh a=kJ\tau\,(1-A\cosh a).
\]

Dividing by \(kJ\tau\) and solving for \(A\),

\[
A=\frac{1}{\cosh a+(l/x_s)\sinh a}.
\]

The capture is twice the edge current \((DJ\tau A/x_s)\sinh a=Jx_sA\sinh a\). With \(t=\tanh a\),

\[
C(w)=\frac{2Jx_st}{1+lt/x_s}.
\]

For \(l=0\) the earlier result returns. To examine the curvature, let \(\lambda=l/x_s\) and \(g(t)=t/(1+\lambda t)\). Then

\[
g'=\frac{1}{(1+\lambda t)^2}>0,\qquad g''=-\frac{2\lambda}{(1+\lambda t)^3}\le0 .
\]

The chain rule gives

\[
C''=2Jx_s\left[g''\left(\frac{dt}{dw}\right)^2+g'\frac{d^2t}{dw^2}\right].
\]

Since \(d^2t/dw^2<0\) for \(w>0\), \(C''\) is negative. Equal widths still give the unique maximum when the barrier is the same on both sides of a step.

### (j) Compare equal and alternating terraces on magnesium at 550 K.

**Solution.** Magnesium suits the problem because the solid has a high vapour pressure, so desorption competes with growth. The material inputs are rough typical values: a vapour pressure of 1 Pa at 700 K, a sublimation energy of 1.5 eV, an adatom desorption barrier of 0.8 eV, a diffusion barrier of 0.1 eV and an attempt rate of \(10^{13}\ \mathrm{s^{-1}}\). For the basal plane take a lattice constant of 0.32 nm and a step height of 0.26 nm. Then \(\Omega=(\sqrt3/2)(0.32\ \mathrm{nm})^2=0.0887\ \mathrm{nm^2}\).

At 550 K, \(k_BT=0.0474\) eV. The vapour pressure scales to

\[
p=(1\ \mathrm{Pa})\exp\left[-\frac{1.5}{0.0474}\left(1-\frac{550}{700}\right)\right]
\simeq1.13\times10^{-3}\ \mathrm{Pa},
\]

or \(8.5\times10^{-6}\) Torr. In equilibrium the desorbing flux equals the flux arriving from the saturated vapour. If every arriving atom sticks, then with atomic mass \(m=24.3\) u

\[
F_{\rm eq}=\frac{p}{\sqrt{2\pi mk_BT}}=25.8\ \mathrm{nm^{-2}\,s^{-1}}.
\]

Choose \(F=1.3F_{\rm eq}=33.6\ \mathrm{nm^{-2}\,s^{-1}}\), which leaves \(J=7.755\ \mathrm{nm^{-2}\,s^{-1}}\).

For hops of one lattice constant at total rate \(\nu\), the two-dimensional diffusion coefficient is \(\nu(0.32\ \mathrm{nm})^2/4\). The barriers give

\[
D=\frac{(0.32\ \mathrm{nm})^2}{4}\,(10^{13}\ \mathrm{s^{-1}})\,e^{-0.1/0.0474}
=3.10\times10^{10}\ \mathrm{nm^2/s},
\]

\[
\tau=(10^{-13}\ \mathrm{s})\,e^{0.8/0.0474}=2.14\times10^{-6}\ \mathrm{s},\qquad
x_s=\sqrt{D\tau}=258\ \mathrm{nm}.
\]

Take \(W=500\) nm, which corresponds to a miscut of about 0.03°, and \(d=250\) nm. The captures at 250, 500 and 750 nm are 1799.7, 2993.0 and 3584.7 \(\mathrm{nm^{-1}\,s^{-1}}\). Moving 250 nm from one terrace to its neighbour costs the first 1193 of these units and brings the second 592. The equal train grows at

\[
R_{\rm equal}=\frac{0.26\times0.08868\times2993.0}{500}\ \mathrm{nm/s}
=0.138\ \mathrm{nm/s}=0.497\ \mathrm{\mu m/h}.
\]

The alternating train has the mean capture \((1799.7+3584.7)/2=2692.2\) and grows at 0.124 nm/s, or 0.447 μm/h. The ratio is 0.8995, a loss of 10.05%. The small-variance estimate gives 10.34%. For \(d=W/2\) the two agree to within about 4% of the loss as long as \(W\) is below about \(2.6x_s\). For wider terraces the estimate becomes poor: with \(x_s=90\) nm it would be 2.9% and the exact loss 5.1%. If the whole net flux were captured, the rate would be \(h\Omega J=0.179\) nm/s. Four steps gathered in one bunch would reduce the rate to 0.046 nm/s, one third of the equal-width value, provided that no islands nucleate on the wide terrace. This is the rate at the instant the bunch exists. By the step speeds of part (h) the front step leaves at about 177 nm/s while the inner steps hardly move, so the rate rises within seconds unless something outside the model holds the bunch together.

### (k) Which neglected effects could change this comparison?

**Solution.** Nucleation sets the most severe condition. A circular island of radius \(r\) and step energy \(\gamma\) per unit length costs \(2\pi r\gamma-\pi r^2\Delta\mu/\Omega\), where \(\Delta\mu=k_BT\ln(n/n_{\rm eq})\). The maximum lies at \(r=\gamma\Omega/\Delta\mu\) and has the height

\[
\Delta E=\frac{\pi\gamma^2\Omega}{\Delta\mu}.
\]

In the middle of the 750 nm terrace \(n/n_{\rm eq}=1.167\). For a rough step energy of 0.2 eV/nm the barrier is 1.52 eV. With the crude rate \(Dn^2e^{-\Delta E/k_BT}\), and with the mid-terrace density used everywhere, about \(3\times10^{-6}\) islands form on a square of side 750 nm before a step sweeps over it. The prefactor is uncertain by several orders of magnitude. Classical nucleation theory counts critical islands per lattice site, which replaces one factor \(n\) by \(1/\Omega\), about \(2\times10^{5}\) times larger, and can raise the count to about 0.2. The count stays below one, but the margin is not well determined. For 0.3 eV/nm nucleation is weaker still. Because \(\Delta E\propto\gamma^2\), however, 0.1 eV/nm would give a barrier of only 0.38 eV and tens of thousands of islands, and step flow would fail. The bunched case is also less safe. In the middle of its 2000 nm terrace \(n/n_{\rm eq}\) reaches 1.29, which lowers the barrier for 0.2 eV/nm to 0.93 eV. If the bunch were held together, the same crude rate would give about ten islands on a square of side 2000 nm while one layer grows, so the bunched rate of part (j) requires a higher step energy, such as 0.3 eV/nm.

The other approximations are milder:

- An extra attachment barrier of 0.1 eV on both sides of each step reduces the attachment rate to roughly \(k=[D/(0.32\ \mathrm{nm})]\,e^{-0.1/0.0474}\), so that \(l=D/k=(0.32\ \mathrm{nm})e^{0.1/0.0474}=2.6\) nm. It lowers the equal-width rate by 0.76% and leaves the loss at 10.05%.
- The steps move at about 265 nm/s, so \(vx_s/D=2\times10^{-6}\). A step needs about 2 s to cross a terrace, while an adatom stays for about 2 μs. The stationary density is justified.
- The adatom coverage is about \(6\times10^{-6}\), so the adatoms are dilute.

Temperature matters more for the absolute rate. At fixed arriving flux, 1 K more lowers the equal-width growth rate by 19.9%. The equilibrium flux rises by about \(1.5/(0.0474\times550)=5.8\%\), and because \(J\) is only 0.3 of \(F_{\rm eq}\), this alone removes about 19% of the net flux. The alternating loss changes only to 10.13%. A measured comparison would thus need both surfaces at the same temperature to well within 1 K.

The loss itself is sensitive to the desorption barrier, which enters through \(x_s\). With \(F_{\rm eq}\) held fixed, 0.7 eV gives \(x_s=90\) nm and a loss of 5.1%, while 0.9 eV gives \(x_s=740\) nm and a loss of 2.5%. Both lie below 10%, in line with part (g): in the first case the captures are closer to saturation (88% of the limit at 250 nm and over 99% at 500 and 750 nm), and in the second few atoms are lost. The diffusion barrier also enters through \(x_s\), and on close-packed metal faces it can be well below 0.1 eV: 0.05 eV gives \(x_s=437\) nm and a loss of 5.8%, and 0.02 eV gives about 600 nm and 3.6%, although the hopping formula is itself rough for barriers near or below \(k_BT\). The 10% is therefore an estimate for the chosen inputs, not a property of magnesium.

The very small miscut was chosen to make the effect visible, because it brings \(W\) close to \(2x_s\). The flux does not affect the relative loss, but a value not far above equilibrium keeps nucleation rare. A miscut of 0.3° has terraces of about 50 nm. With the same \(x_s\) and \(d=W/2=25\) nm, the formula of part (g) gives a loss of about 0.2%. Real steps also wander and may be pinned by impurities, which this estimate leaves out. For moderate spreads, such as \(d=W/2\), regular spacing matters most for the growth rate when \(W\) is between two and three times \(x_s\), provided that no islands nucleate. Strong bunching is costly on wider terraces too, as part (e) shows. The practical gain can be modest: in this example a flux higher by 2.6% would make up for the alternating loss. The numerical output below lists the main values for this example.

## Numbers as computed

```
MODEL TESTS
largest relative capture error: 2.4e-06
best random partition / equal partition: 0.99718
small-variance loss, numerical: 0.3356 %
small-variance loss, formula: 0.3360 %
width spread, start: 0.3286 x_s
width spread, least later value: 0.3284 x_s
drift of conserved sum: 2.5e-10
MAGNESIUM EXAMPLE, ROUGH INPUTS
temperature: 550 K; kT: 0.04740 eV
lattice constant: 0.32 nm; step height: 0.26 nm
area per surface atom: 0.08868 nm^2
reference pressure: 1.0 Pa at 700 K
energies sublimation, desorption, diffusion: 1.5, 0.8, 0.1 eV
attempt rate: 1e+13 1/s; atomic mass: 24.3 u
vapour pressure: 1.134e-03 Pa = 8.507e-06 Torr
equilibrium flux: 25.848 nm^-2 s^-1
arriving flux: 33.603 nm^-2 s^-1 (ratio 1.3)
net flux: 7.755 nm^-2 s^-1
diffusion coefficient: 3.104e+10 nm^2/s
desorption time: 2.141e-06 s
diffusion length x_s: 257.8 nm
mean width: 500 nm; miscut: 0.0298 deg
W/x_s: 1.9396; d/x_s: 0.9698
capture at 250 nm: 1799.7 nm^-1 s^-1
capture at 500 nm: 2993.0 nm^-1 s^-1
capture at 750 nm: 3584.7 nm^-1 s^-1
growth, no net desorption loss: 0.17880 nm/s
growth, equal: 0.13802 nm/s = 0.4969 um/h
growth, alternating: 0.12415 nm/s = 0.4469 um/h
growth, 4 steps bunched: 0.04605 nm/s
alternating / equal: 0.8995
bunched / equal: 0.3337
small-variance estimate of alternating loss: 10.34 %
exact model alternating loss: 10.05 %
capture shift, 1000 to 2000 mesh cells: 1.1e-06
NEGLECTED EFFECTS AND SENSITIVITIES
attachment length for 0.1 eV barrier: 2.64 nm
equal growth change from barrier: -0.76 %
alternating loss with barrier: 10.05 %
step speed, equal train: 265.4 nm/s
step speed * x_s / D: 2.2e-06
adatom coverage, mid 750 nm terrace: 5.7e-06
density / n_eq, mid 750 nm terrace: 1.1672
step energy 0.2 eV/nm: barrier 1.52 eV, nuclei 2.6e-06
step energy 0.3 eV/nm: barrier 3.42 eV, nuclei 1.0e-23
equal growth change for +1 K: -19.9 %
alternating loss at +1 K: 10.13 %
desorption barrier 0.7 eV: x_s 89.8 nm, alternating loss 5.12 %
desorption barrier 0.9 eV: x_s 740.3 nm, alternating loss 2.51 %
```
